# Finite-Size Energy of a Charged Density in a Cubic Cell

## Problem

A fixed, localized charge density $\rho(\mathbf r)$ has total charge $q$, dipole $\mathbf d=\int\rho\,\mathbf r\,d^3r$ and second moment $Q=\int\rho\,r^2\,d^3r$. It is repeated on a simple cubic lattice of side $L$, with a uniform background of density $-q/L^3$ that makes each cell neutral. A uniform linear medium of dielectric constant $\varepsilon$ fills all space.

1. How does the electrostatic energy per cell, $E_{\rm per}(L)$, differ from the energy $E_{\rm iso}$ of the isolated density in the same medium, up to and including order $L^{-3}$?
2. Find the numerical constant in the leading term, first roughly and then accurately.
3. Apply the result to a Gaussian charge with $q=1$ and standard deviation $s=1$ bohr, and tabulate the error left at each stage of correction.

Hartree atomic units are used, so a unit point charge in vacuum has the potential $1/r$. Charges are in units of $e$.

## Solution

### The energy as a lattice sum

Let $V=L^3$ and $\tilde\rho(\mathbf G)=\int\rho\,e^{-i\mathbf G\cdot\mathbf r}d^3r$, where $\mathbf G$ is a reciprocal lattice vector. The periodic charge has Fourier coefficients $\rho_G=\tilde\rho(\mathbf G)/V$. The background cancels the coefficient at $\mathbf G=0$ and changes no other.

The medium responds with a polarization $\mathbf P$ and a bound charge $-\nabla\cdot\mathbf P$. Its susceptibility $\chi$ is defined by $\varepsilon=1+4\pi\chi$. A transverse polarization costs energy without producing bound charge, so it vanishes at the minimum. Write the longitudinal part as $\mathbf P_G=i\hat{\mathbf G}x_G$; the bound charge is then $-i\mathbf G\cdot\mathbf P_G=Gx_G$. The free energy per cell, including the cost of polarizing the medium, is
$$F=V\sum_{\mathbf G\ne0}\left[\frac{2\pi|\rho_G+Gx_G|^2}{G^2}+\frac{|x_G|^2}{2\chi}\right].$$
Setting the derivative with respect to $x_G^*$ to zero gives $Gx_G=-4\pi\chi(\rho_G+Gx_G)$. Hence the total charge is $\rho_G+Gx_G=\rho_G/\varepsilon$, and $x_G=-4\pi\chi\rho_G/(\varepsilon G)$. Inserting both,
$$\frac{2\pi|\rho_G|^2}{\varepsilon^2G^2}+\frac{8\pi^2\chi|\rho_G|^2}{\varepsilon^2G^2}
=\frac{2\pi|\rho_G|^2}{\varepsilon^2G^2}(1+4\pi\chi)=\frac{2\pi|\rho_G|^2}{\varepsilon G^2}.$$
Therefore
$$E_{\rm per}=\frac{2\pi}{\varepsilon V}\sum_{\mathbf G\neq0}\frac{|\tilde\rho(\mathbf G)|^2}{G^2}.$$
The same minimization holds for each wave vector of the isolated density, so $E_{\rm iso}$ is also its vacuum value divided by $\varepsilon$.

In real space the sum reads
$$E_{\rm per}=\frac1{2\varepsilon}\iint\rho(\mathbf r)\rho(\mathbf r')\,\psi(\mathbf r-\mathbf r')\,d^3r\,d^3r',\qquad
\psi(\mathbf r)=\frac{4\pi}{V}\sum_{\mathbf G\ne0}\frac{e^{i\mathbf G\cdot\mathbf r}}{G^2}.$$
Here $\psi$ is the vacuum potential of a lattice of unit charges with its background. It has zero average over the cell, which is why the background does not appear separately in the energy. It satisfies
$$\nabla^2\psi=-4\pi\sum_{\mathbf R}\delta(\mathbf r-\mathbf R)+\frac{4\pi}{V}.$$

### The potential at small distance

Subtract the potential of the charge at the origin: $h(\mathbf r)=\psi(\mathbf r)-1/r$. This function is smooth for $r<L$ and obeys $\nabla^2h=4\pi/V$ there. Its Taylor series is fixed as follows.

- The constant must scale as $1/L$, since $L$ is the only length. Call it $-\alpha/L$.
- Odd terms vanish by inversion symmetry.
- The quadratic term must be invariant under the cubic group, so it is $b\,r^2$. Since $\nabla^2r^2=6$, we need $6b=4\pi/V$, or $b=2\pi/(3L^3)$.
- The quartic term must be cubic-invariant and have zero Laplacian. From $\nabla^2(x^4+y^4+z^4)=12r^2$ and $\nabla^2r^4=20r^2$, it is proportional to $x^4+y^4+z^4-\tfrac35r^4$, with a coefficient of order $L^{-5}$.

Thus
$$\psi(\mathbf r)=\frac1r-\frac{\alpha}{L}+\frac{2\pi r^2}{3L^3}+O\!\left(\frac{r^4}{L^5}\right).$$

### The energy difference

In the double integral, $1/|\mathbf r-\mathbf r'|$ gives $E_{\rm iso}$, and the constant gives $-\alpha q^2/(2\varepsilon L)$. For the quadratic term,
$$\iint\rho\rho'\,(r^2+r'^2-2\mathbf r\cdot\mathbf r')\,d^3r\,d^3r'=qQ+qQ-2d^2=2(qQ-d^2).$$
Multiplying by $\tfrac{1}{2\varepsilon}\cdot\tfrac{2\pi}{3L^3}$ gives the answer to the first question:
$$\boxed{E_{\rm per}=E_{\rm iso}-\frac{\alpha q^2}{2\varepsilon L}+\frac{2\pi(qQ-d^2)}{3\varepsilon L^3}+O(L^{-5})}$$
To recover $E_{\rm iso}$ from a periodic calculation, one adds $\alpha q^2/(2\varepsilon L)$ and subtracts the $L^{-3}$ term. This is the Makov-Payne correction, with $Q$ defined from the charge density itself, sign included.

The $L^{-1}$ term is half the product of the charge $q$ and $-\alpha q/(\varepsilon L)$, the constant part of the potential made by its images and the background. The factor of one half appears because that potential is itself proportional to $q$. The $L^{-3}$ term comes from the quadratic part of $h$, which acts between every pair of charge elements and grows with their separation: $qQ-d^2=\tfrac12\iint\rho\rho'\,|\mathbf r-\mathbf r'|^2\,d^3r\,d^3r'$. For a density of one sign this term is therefore positive and grows as the charge is spread out.

The result cannot depend on the choice of origin. If all positions shift by $\mathbf a$, then $\mathbf d\to\mathbf d+q\mathbf a$ and $Q\to Q+2\mathbf a\cdot\mathbf d+qa^2$. Both $qQ$ and $d^2$ increase by $2q\,\mathbf a\cdot\mathbf d+q^2a^2$, and their difference is unchanged.

For a neutral density, $q=0$, the $L^{-1}$ term disappears and $E_{\rm per}-E_{\rm iso}=-2\pi d^2/(3\varepsilon L^3)$ to this order. This value depends on the boundary condition. Here $|\tilde\rho(\mathbf k)|^2/k^2\to(\hat{\mathbf k}\cdot\mathbf d)^2$ does not vanish as $k\to0$, and leaving out $\mathbf G=0$ selects a periodic potential, with zero average field in the cell.

### A rough value of the constant

Replace the cubic cell by a sphere of equal volume, $4\pi a^3/3=L^3$. A unit charge at the centre of a uniform sphere of charge $-1$ has zero potential outside and, inside,
$$v(r)=\frac1r+\frac{r^2}{2a^3}-\frac{3}{2a}.$$
Its average is
$$\frac{3}{a^3}\int_0^a r^2v\,dr=\frac3{a^3}\left(\frac{a^2}{2}+\frac{a^2}{10}-\frac{a^2}{2}\right)=\frac{3}{10a}.$$
Subtracting this average makes the constant term $-\tfrac{3}{2a}-\tfrac{3}{10a}=-\tfrac{9}{5a}$, so
$$\alpha\approx\frac{9L}{5a}=\frac95\left(\frac{4\pi}{3}\right)^{1/3}=2.90.$$

### An accurate value

Split $1/r=\operatorname{erfc}(\eta r)/r+\operatorname{erf}(\eta r)/r$, with any $\eta>0$. The second part is the potential of a unit Gaussian charge, because
$$\nabla^2\frac{\operatorname{erf}(\eta r)}{r}=\frac1r\frac{d^2}{dr^2}\operatorname{erf}(\eta r)=-4\pi\left(\frac{\eta^2}{\pi}\right)^{3/2}e^{-\eta^2r^2}.$$
That Gaussian has the Fourier transform $e^{-k^2/4\eta^2}$, so the long-range part is summed in reciprocal space with $\mathbf G=0$ left out. The short-range part is summed directly, and its cell average must be subtracted:
$$\frac1V\int\frac{\operatorname{erfc}(\eta r)}{r}d^3r=\frac{4\pi}{V}\int_0^\infty r\operatorname{erfc}(\eta r)\,dr=\frac{\pi}{\eta^2V}.$$
Hence
$$\psi(\mathbf r)=\sum_{\mathbf R}\frac{\operatorname{erfc}(\eta|\mathbf r-\mathbf R|)}{|\mathbf r-\mathbf R|}+\frac{4\pi}{V}\sum_{\mathbf G\ne0}\frac{e^{-G^2/4\eta^2}}{G^2}e^{i\mathbf G\cdot\mathbf r}-\frac{\pi}{\eta^2V}.$$
Now subtract $1/r$ and let $r\to0$. The term $\mathbf R=0$ leaves $-\operatorname{erf}(\eta r)/r\to-2\eta/\sqrt\pi$, and
$$-\frac{\alpha}{L}=\sum_{\mathbf R\ne0}\frac{\operatorname{erfc}(\eta R)}{R}+\frac{4\pi}{V}\sum_{\mathbf G\ne0}\frac{e^{-G^2/4\eta^2}}{G^2}-\frac{2\eta}{\sqrt\pi}-\frac{\pi}{\eta^2V}.\tag{1}$$

Take $L=1$, so that $\mathbf G=2\pi\mathbf n$ with integer vectors $\mathbf n$, and choose $\eta=\sqrt\pi$. The last two terms become $-2-1$, and
$$\alpha=3-\sum_{\mathbf n\ne0}\left[\frac{\operatorname{erfc}(\sqrt\pi\,n)}{n}+\frac{e^{-\pi n^2}}{\pi n^2}\right].$$
The six nearest vectors contribute $6(0.0121889+0.0137554)=0.155666$, leaving $2.844334$. The next twelve reduce this to $2.837435$, and the following eight to $2.837301$. The converged value is
$$\alpha=2.837297.$$
The spherical estimate is 2.27% larger.

A direct sum confirms this value without the splitting. Let each cell consist of a unit point charge and a uniform cube of charge $-1$, with combined density $\sigma$. Inversion symmetry removes its odd multipoles (dipole and octupole) and cubic symmetry removes its traceless quadrupole. The first surviving multipole is of fourth order, so its potential falls as $r^{-5}$ and the sum over cells converges absolutely. At a lattice point, with that point's own $1/r$ removed, the sum is $-2.313699$.

This potential has a nonzero average, equal for $L=1$ to the integral over all space of one cell's potential. That integral is the limit of $4\pi\tilde\sigma(\mathbf k)/k^2$ as $k\to0$. Since $\tilde\sigma\approx-\tfrac{k^2}{6}\int\sigma r^2d^3r$ and $\int\sigma r^2d^3r=-3\cdot\tfrac1{12}=-\tfrac14$, the average is $\pi/6$. Subtracting it gives $-\alpha=-2.313699-0.523599=-2.837298$, in agreement within rounding.

### The Gaussian charge

For $\rho=q(2\pi s^2)^{-3/2}e^{-r^2/2s^2}$ we have $\mathbf d=0$, $Q=3qs^2$ and $\tilde\rho(\mathbf k)=q\,e^{-k^2s^2/2}$. In vacuum,
$$E_{\rm iso}=\frac12\int\frac{d^3k}{(2\pi)^3}\frac{4\pi|\tilde\rho|^2}{k^2}=\frac{q^2}{\pi}\int_0^\infty e^{-k^2s^2}dk=\frac{q^2}{2\sqrt\pi\,s}.$$

The finite-size energy can be found beyond the power expansion. Put $\eta=1/(2s)$ in (1). The reciprocal sum then contains $e^{-G^2s^2}$, and equals $2E_{\rm per}/q^2$. The last two terms are $-1/(\sqrt\pi s)$ and $-4\pi s^2/V$. Solving for $E_{\rm per}$,
$$E_{\rm per}=E_{\rm iso}-\frac{\alpha q^2}{2L}+\frac{2\pi q^2s^2}{L^3}-\frac{q^2}{2}\sum_{\mathbf R\neq0}\frac{\operatorname{erfc}(R/2s)}{R}.$$
The third term agrees with the general formula, since $2\pi qQ/(3L^3)=2\pi q^2s^2/L^3$. No $L^{-5}$ term or higher inverse power follows. The remainder describes the overlap of neighbouring Gaussians, which repel less than point charges would, and it falls faster than any power of $L$.

For $q=1$ and $s=1$ bohr, $E_{\rm iso}=0.282095$ hartree (7.676 eV). At $L=10$ bohr the reciprocal sum gives $0.146513$ hartree, and the corrections act as follows:
$$0.146513+0.141865-0.006283=0.282095\ \text{hartree}.$$
The two terms amount to 3.860 eV and 0.171 eV. The table gives periodic minus isolated energy, in hartree, before and after correction.

| $L$ (bohr) | Uncorrected | After $L^{-1}$ | After both |
|---:|---:|---:|---:|
| 6 | −0.20736 | 0.02908 | $-1.1\times10^{-5}$ |
| 8 | −0.16506 | 0.01227 | $-5.8\times10^{-9}$ |
| 10 | −0.13558 | 0.00628 | $-4.6\times10^{-13}$ |

Enlarging the cell is a slow remedy: at $L=40$ bohr the uncorrected error is still $-0.03537$ hartree. The $L^{-1}$ correction alone overshoots, because it treats the charge as a point. Relative to that correction, the $L^{-3}$ term has size $4\pi s^2/(\alpha L^2)$, or 4.4% at $L=10$ bohr.

In a medium with $\varepsilon=10$, the two terms at $L=10$ bohr shrink to 0.386 eV and 0.017 eV. Iterating the polarization to self-consistency gives $0.01465131$ hartree for the periodic energy, the same as the formula to the digits shown.

### A charge without spherical symmetry

The Gaussian has no dipole and no $L^{-5}$ error, so it leaves part of the general result untested. Take instead two Gaussians in vacuum, each with $s=1$ bohr, carrying charges $+2$ and $-1$ at $x=1$ and $x=3$ bohr. Then $q=1$, $d_x=2-3=-1$, and
$$Q=2(1+3)-(9+3)=-4,\qquad qQ-d^2=-4-1=-5,$$
in the corresponding atomic units. With the origin on the first charge, $d_x=-2$ and $Q=-1$, which again give $-5$.

At $L=20$ bohr the $L^{-3}$ term is $-10\pi/(3\cdot20^3)=-1.309\times10^{-3}$ hartree. The error after the $L^{-1}$ correction is $-1.340\times10^{-3}$ hartree; after both it is $-3.114\times10^{-5}$ hartree.

The quartic term of $\psi$ accounts for this remainder. Averaging a harmonic polynomial over a spherical Gaussian returns its value at the centre. Each Gaussian's interaction with itself therefore gives zero, and the cross interaction gives $q_1q_2A\,D^4/L^5$. Here $D=2$ bohr is the separation and $A$ is the quartic coefficient along a cube axis. It is estimated as $3.110$ by dividing the part of $\psi$ beyond the quadratic term by $r^4$ at $r/L=0.05$. This estimate also contains the higher powers, so it matches the pure quartic coefficient only when rounded to $3.11$. The prediction is
$$\frac{2(-1)(3.110)(2^4)}{20^5}=-3.110\times10^{-5}\ \text{hartree},$$
within 0.2% of the error found. Doubling $L$ reduces that error by a factor of 32.05, close to $2^5=32$. At $L=40$ bohr the separation is itself $0.05L$, the distance at which $A$ was evaluated, so the closer agreement there does not test the neglect of higher powers.

### Where the formula stops

The expansion needs a density that is small compared with the cell. On a lattice without cubic symmetry the quadratic part of $h$ need not be isotropic. Its traceless part averages out for a spherical density, but for a non-spherical one $qQ-d^2$ in general no longer suffices. The density was also held fixed; if it relaxes as $L$ changes, that energy must be treated separately.

For a charged defect in a crystal, screening near the charge is not that of a uniform medium. The derivation then gives no justification for using the bare $Q$ divided by $\varepsilon$ in the $L^{-3}$ term. The main numerical results of the text are collected in the output below.

## Numbers as computed

```
alpha, split formula: 2.837297479
alpha, direct sum of neutral cells: 2.8372975
alpha, equal-volume sphere: 2.9016
sphere estimate too large by: 2.27 %
integral of 1/r over unit cube: 2.380077
direct sum before average is removed: -2.313699
Shells for eta = sqrt(pi): n^2, members, erfc part, exp part (each member)
  1   6 0.0121889 0.0137554  alpha so far 2.844334
  2  12 0.0002777 0.0002972  alpha so far 2.837435
  3   8 0.0000082 0.0000086  alpha so far 2.837301
quartic coefficient of potential, axis, L=1: 3.110
quartic coefficient, body diagonal, L=1: -2.070
Gaussian: q = 1.0 e, s = 1.0 bohr = 0.5292 angstrom
Q = 3.0000 e bohr^2
E_iso = 0.28209479 hartree = 7.6762 eV
L (bohr), E_per, error raw, error after 1/L term (hartree)
     6 0.07473111 -0.20736368 0.02907777
     8 0.11703554 -0.16505925 0.01227184
    10 0.14651310 -0.13558169 0.00628319
    20 0.21194775 -0.07014704 0.00078540
    40 0.24672675 -0.03536804 0.00009817
Error left after both terms (hartree)
  L = 6 bohr: -1.10e-05
  L = 8 bohr: -5.78e-09
  L = 10 bohr: -4.61e-13
At L = 10 bohr, sizes of the two terms:
  eps = 1: 1/L term 0.1418649 hartree = 3.8603 eV
  eps = 1: 1/L^3 term 0.0062832 hartree = 0.1710 eV
  eps = 10: 1/L term 0.0141865 hartree = 0.3860 eV
  eps = 10: 1/L^3 term 0.0006283 hartree = 0.0171 eV
Medium, iterated polarization: 0.01465131 hartree
Medium, formula: 0.01465131 hartree
Pair: charges 2, -1 e at x = 1, 3 bohr, s = 1 bohr
Pair: q = 1 e, d = -1 e bohr, Q = -4 e bohr^2
Pair, origin on first charge: d = -2 e bohr, Q = -1 e bohr^2
Pair: qQ - d^2 = -5 e^2 bohr^2
Pair: E_iso = 0.56777317 hartree
Pair: L (bohr), error after 1/L, after both, predicted L^-5 (hartree)
  20 -1.3401e-03 -3.1143e-05 -3.1097e-05
  40 -1.6460e-04 -9.7178e-07 -9.7178e-07
Pair: last error falls on doubling L by factor 32.05
```
